# Supply impedance of a 100 watt processor at 0.7 volt

How many metal sheets must lie in parallel between a voltage regulator and a processor? The answer hangs on the impedance that the processor can tolerate in its supply. If that were 5 mΩ, a single thin sheet would do for each of the two conductors, supply and return, provided that the path is short and wide. At 0.5 mΩ one square of such a sheet can already use up the whole allowance, and the number of sheets becomes a real design choice.

## The estimate on the back of an envelope

Take a processor of power $P=100$ W at a die voltage $V=0.70$ V. Its full current is

$$
I=\frac{P}{V}=\frac{100\ \text{W}}{0.70\ \text{V}}=142.9\ \text{A}.
$$

Let the load current jump from half of this value to the whole of it. With $f=0.5$ for the size of the step as a fraction of full current,

$$
\Delta I=fI=0.5\times142.9\ \text{A}=71.4\ \text{A}.
$$

The die voltage may fall by a fraction $r=0.05$ of $V$, which is $rV=35.0$ mV. Ripple here means the largest departure to one side of the voltage that the die had before the step, not a peak-to-peak swing. If the supply behaves as a resistance $Z$, the fall is $Z\,\Delta I$, and the largest allowed value is

$$
Z_t=\frac{rV}{\Delta I}=\frac{rV}{fP/V}=\frac{rV^2}{fP}
=\frac{35.0\ \text{mV}}{71.4\ \text{A}}=0.490\ \text{m}\Omega .
$$

This impedance is that of the whole loop seen from the die, so it includes the return conductor.

The square of the voltage has two sources. At fixed power, a lower voltage means a larger current, and at fixed percentage ripple it also means a smaller allowed fall. With $P$, $f$ and $r$ held fixed, a processor at 1.40 V could accept 1.96 mΩ, four times as much.

The argument treats the supply as a resistor and the load as a current source. A real supply contains inductance and capacitance, and the current of a real load depends on its voltage. Both assumptions have to be examined before the number can be trusted.

## A supply that really is flat

Consider an ideal voltage source that reaches the die through a feed with resistance $R$ and inductance $L$ in series. At the die, a second branch with a capacitance $C$ and a series resistance $R_c$ also delivers current. Since the circuit is linear, it is enough to follow changes from the steady state before the step. Let $j(t)$ be the extra load current, $i(t)$ the extra current in the feed, and $v(t)$ the fall of the die voltage, counted positive downward.

With $s$ standing for the time derivative, the branches have impedances $R+sL$ and $R_c+1/(sC)$. They are in parallel as seen from the die. Choose $R_c=R$. The product of the two impedances is

$$
(R+sL)\left(R+\frac1{sC}\right)=R^2+\frac LC+R\left(sL+\frac1{sC}\right),
$$

and their sum is $2R+sL+1/(sC)$. Now choose $L=R^2C$, so that $L/C=R^2$. The product becomes

$$
2R^2+R\left(sL+\frac1{sC}\right)=R\left(2R+sL+\frac1{sC}\right),
$$

which is $R$ times the sum. The parallel impedance, product over sum, is therefore $R$ at every frequency, and $v(t)=R\,j(t)$ for any load waveform that starts from the steady state.

It helps to see how two reactive branches manage this. The feed carries the fraction $R/(R+sL)=1/(1+s\tau)$ of the load current, with $\tau=L/R=RC$. After a step, then,

$$
i(t)=\Delta I\left(1-e^{-t/\tau}\right).
$$

The capacitor supplies the remainder, $\Delta I\,e^{-t/\tau}$. The fall computed along the feed is

$$
v=Ri+L\frac{di}{dt}
=R\,\Delta I\left(1-e^{-t/\tau}\right)+\frac L\tau\,\Delta I\,e^{-t/\tau}
=R\,\Delta I,
$$

because $L/\tau=R$. The inductive part of the fall dies away at the rate at which the resistive part grows.

For $R=0.490$ mΩ and $C=100$ µF the required inductance is $L=R^2C=24.0$ pH, and the capacitor hands over to the feed in a time $\tau=49.0$ ns. Numerical integration of the circuit equations for the 71.4 A step gives a droop of 35.00 mV, in agreement with $R\,\Delta I$. In this network the envelope estimate needs no correction.

## A supply without resistance

Remove both resistances but keep $L$ and $C$. The steady fall is now zero, so one might hope that the limit on impedance has gone. The circuit equations are

$$
v=L\frac{di}{dt},\qquad C\frac{dv}{dt}=\Delta I-i .
$$

The second says that the capacitor supplies what the feed does not. Differentiating it and inserting the first gives

$$
\frac{d^2v}{dt^2}=-\frac{v}{LC}.
$$

At $t=0$ the capacitor voltage has not yet changed, so $v=0$. The feed current has not yet changed either, so $dv/dt=\Delta I/C$. The solution with these initial values is

$$
v(t)=\frac{\Delta I}{C}\sqrt{LC}\,\sin\frac{t}{\sqrt{LC}}
=\Delta I\sqrt{\frac LC}\,\sin\frac{t}{\sqrt{LC}} .
$$

The quantity that meets the current step is now $\sqrt{L/C}$, the characteristic impedance. It must satisfy $\sqrt{L/C}\le Z_t$, which is the same condition as before with a different quantity in the place of $R$. For the values above $\sqrt{L/C}=0.490$ mΩ, and the peak fall is again 35.0 mV. The condition can be read as a demand for capacitance, $C\ge L/Z_t^2$: a feed of four times the inductance needs four times the capacitance.

This network is safe for one step but not for a sequence. Let the load drop back after half a period, $\pi\sqrt{LC}=154$ ns. By superposition, the second step contributes

$$
-\Delta I\sqrt{\frac LC}\,\sin\left(\frac{t}{\sqrt{LC}}-\pi\right)
=+\Delta I\sqrt{\frac LC}\,\sin\frac{t}{\sqrt{LC}},
$$

which adds to the first. The peak departure becomes 70.0 mV, twice the limit, and each further alternating step at the same interval adds another 35.0 mV. In the frequency picture, the impedance $sL/(1+s^2LC)$ of this network has no upper limit at its resonance. Resistance is needed to damp the oscillation, and the flat network has enough of it to leave none.

## Is a ceiling on impedance enough?

The requirement can also be stated as a ceiling, $|Z(f)|\le Z_t$ at all frequencies, where $f$ in this expression is frequency. For a supply that is not flat, this does not guarantee that a step stays within $Z_t\,\Delta I$. One network is enough to show it.

Keep the feed resistance $R=Z_t$ and the capacitance, but give the capacitor branch no resistance. The parallel impedance is

$$
Z(s)=\frac{R+sL}{1+sRC+s^2LC}.
$$

Set $s=i\omega$ and write $x=\omega^2$. The ceiling $|Z|^2\le R^2$ then reads

$$
R^2+xL^2\le R^2\left[(1-xLC)^2+xR^2C^2\right].
$$

Expand the square, cancel $R^2$ on both sides and divide by $x>0$:

$$
L^2\le -2R^2LC+R^4C^2+xR^2L^2C^2 .
$$

The right side is smallest as $x\to0$, so the ceiling holds at all frequencies if and only if $L^2+2R^2LC\le R^4C^2$. In terms of $q=L/(R^2C)$ this is $q^2+2q\le1$, or $(q+1)^2\le2$, which gives

$$
q\le\sqrt2-1=0.414 .
$$

For the step response, the feed gives $v=Ri+L\,di/dt$ and the capacitor gives $i=\Delta I-C\,dv/dt$. Eliminating $i$,

$$
LC\frac{d^2v}{dt^2}+RC\frac{dv}{dt}+v=R\,\Delta I .
$$

Measure time as $\theta=t/(RC)$ and voltage as $y=v/(R\,\Delta I)$. The equation becomes $qy''+y'+y=1$. The initial values $v=0$ and $dv/dt=\Delta I/C$ become $y(0)=0$ and $y'(0)=1$. For $q>1/4$, which includes the limiting value 0.414, the solution is

$$
y=1-e^{-a\theta}\left(\cos b\theta+k\sin b\theta\right),
$$

$$
a=\frac1{2q},\qquad b=\sqrt{\frac1q-a^2},\qquad k=\frac{a-1}{b},
$$

where $k$ follows from $y'(0)=a-kb=1$. Differentiation gives

$$
y'=e^{-a\theta}\left[\cos b\theta+(ak+b)\sin b\theta\right].
$$

Since $a^2+b^2=1/q=2a$, the coefficient is $ak+b=(a^2-a+b^2)/b=a/b$. The first maximum therefore lies where $\tan b\theta=-b/a$, at the angle $\varphi=b\theta=\pi-\arctan(b/a)$. There $\cos\varphi=-a/\sqrt{2a}$ and $\sin\varphi=b/\sqrt{2a}$, so that

$$
\cos\varphi+k\sin\varphi=\frac{-a+(a-1)}{\sqrt{2a}}=-\frac{1}{\sqrt{2a}}=-\sqrt q .
$$

The peak is

$$
y_{\max}=1+\sqrt q\;e^{-a\varphi/b}.
$$

At $q=0.414$ one has $a=1.21$, $b=0.98$ and $\varphi=2.46$, and the excess is 3.1 percent of $R\,\Delta I$. The integrated circuit equations give a droop of 36.1 mV against the limit of 35.0 mV, although $|Z|$ nowhere exceeds $Z_t$. The excess is small here, but it belongs to this network and is not a bound for others. A ceiling on $|Z|$ alone therefore does not guarantee the droop, and the final check of a design has to be made in time.

## What a flat resistance costs

If the flat impedance extends down to zero frequency and consists of metal resistance, it heats up. At full current the loss is

$$
I^2Z_t=\frac{P^2}{V^2}\,\frac{rV^2}{fP}=\frac rf\,P=\frac{0.05}{0.5}\times100\ \text{W}=10.0\ \text{W}.
$$

The source must also stand above the die voltage. Before the step the load draws 71.4 A, so a die at 0.700 V needs a source at 0.735 V. After the step the die is at 0.665 V and, with the current held at 142.9 A, receives 95.0 W. Together with the loss this makes 105 W, which equals $0.735\ \text{V}\times142.9\ \text{A}$. A dc resistance equal to the whole target thus costs about a tenth of the processor's power. A smaller one would lose less.

## A load that responds to its voltage

Suppose that the load after the step draws constant power $P$, so that its current rises as the voltage falls. Let $d=v/V$ be the relative droop across a flat resistance $Z$. The current rises from $(1-f)P/V$ to $P/[V(1-d)]$, and

$$
d=\frac{ZP}{V^2}\left[\frac1{1-d}-(1-f)\right].
$$

To hold $d=r$ the impedance must be

$$
Z=\frac{rV^2/P}{1/(1-r)-(1-f)}=0.443\ \text{m}\Omega .
$$

If $Z$ stays at $Z_t$ instead, then $ZP/V^2=r/f=0.1$. Multiplying the equation for $d$ by $1-d$ and collecting terms gives $d^2-0.95d+0.05=0$. The smaller root is the state reached when the resistance is raised from zero. It is $d=0.056$, a droop of 39.1 mV.

If the current after the step is instead proportional to the voltage, it equals $(1-d)P/V$. The bracket becomes $(1-d)-(1-f)=f-d$. The droop at $Z_t$ follows from $d=0.1(0.5-d)$, so $d=0.05/1.1$ and $v=31.8$ mV. The impedance that gives 5 percent is now 0.544 mΩ.

These two load laws therefore place the requirement at 0.44 and 0.54 mΩ, on either side of the current-source value. "Near 0.5 mΩ" is as much precision as the estimate deserves.

## Fast edges

A capacitor branch also has an inductance $L_c$. An ideal current step would then produce an unlimited voltage spike, so the rise time $t_r$ of the load current has to enter. If the capacitor branch carried the whole ramp, the extra fall would be

$$
\frac{L_c\,\Delta I}{t_r}=\frac{1.0\ \text{pH}\times71.4\ \text{A}}{10\ \text{ns}}=7.1\ \text{mV}.
$$

The feed takes over part of the ramp, which lowers this figure. Write $A$ and $B$ for the feed and capacitor impedances of the flat network. A small addition $sL_c$ to $B$ changes $AB/(A+B)$ by $[A/(A+B)]^2\,sL_c$ to first order. Here $A/(A+B)=R/B=s\tau/(1+s\tau)$. Applied to a ramp of slope $\Delta I/t_r$, this gives an extra fall

$$
\delta v(t)=\frac{L_c\,\Delta I}{t_r}\left(1-\frac t\tau\right)e^{-t/\tau},\qquad 0\le t\le t_r .
$$

At the end of the ramp $t/\tau=10/49.0=0.20$, and the factor is 0.65, which leaves 4.6 mV. The full circuit equations give 4.5 mV, or 13 percent of the allowed droop. The effect is negligible when $t_r\gg L_c/Z_t$, which is 2 ns here. The chosen ramp is not slow enough for that. With a rise time of 1 ns the same branch inductance would add about 66 mV, nearly twice the allowed droop.

## Back to the metal

A sheet of resistivity 2.0 µΩ cm and thickness 30 µm has a dc resistance per square of

$$
\frac{\rho}{\text{thickness}}=0.67\ \text{m}\Omega ,
$$

more than the whole budget. Let the path be one square long, with $n$ equal sheets in parallel for the supply and $n$ for the return. Its resistance is $2\times0.67/n=1.33/n$ mΩ. If the entire 0.490 mΩ is spent on metal, $n\ge2.7$, so three sheets each way seem to suffice.

Warming changes that. With a resistance coefficient of 0.004 per K and a rise of 60 K, the metal resistance grows by the factor $1+0.004\times60=1.24$. A feed that was at the target when cold then gives a droop of 43.4 mV, with the capacitor branch and the inductance held fixed. This rise of 8.4 mV is larger than those found above for the constant-power load and for the 10 ns ramp, though far smaller than that for a 1 ns ramp. The condition on the sheets becomes $1.24\times1.33/n\le0.490$, or $n\ge3.4$, and four are needed. With the constant-power load the right side is 0.443 and $n\ge3.7$, so four still suffice for the steady fall. They take about 0.41 mΩ when warm, and little is left for joints and for the regulator itself. To keep the first moments after an ideal step within the limit too, the resistance of the capacitor branch must also be no more than 0.443 mΩ. A flat network designed for 0.443 mΩ meets this condition; at the same capacitance it needs a smaller feed inductance than before, 19.7 pH. The condition on the resistance is not enough by itself: with four warm sheets, 0.443 mΩ in the capacitor branch and the feed inductance left at 24 pH, the droop of the constant-power load peaks at about 37.5 mV.

The count is sensitive to the sheet data. With 1.7 µΩ cm, about the value for pure copper near room temperature, the warm condition for the current-source load would be $n\ge2.9$, and three sheets would meet it. The count also assumes a source of fixed voltage. A regulator that senses the die voltage can remove the steady fall, and if enough capacitance near the die carries the load until it does so, the sheets may have more resistance than the target.

The power and voltage are round values for a processor run at low voltage. At the same power, one that runs at a higher voltage has a looser target, as the factor $V^2$ shows. The capacitance, rise time and sheet data are rough values chosen for illustration. The feed inductance of 24 pH was chosen to make the network flat. It is a small value: for one square of a single pair of wide facing sheets 0.1 mm apart, the field in the gap alone gives about 126 pH, the gap times the magnetic constant $\mu_0$, and the field inside the metal adds to it. Interleaving several supply and return sheets lowers this, while joints and vertical connections add to it. The order of the sheets matters, because the count above uses dc resistance. In a one-dimensional field model of four warm sheets each way, all 0.1 mm apart, alternating supply and return gives about 20 pH and 0.44 mΩ at the angular frequency $1/\tau$. With the supply sheets stacked together and the return sheets stacked together, the current crowds into the facing sheets, the resistance at that frequency is about 1.6 mΩ, and the droop after the step reaches about 100 mV. Real supplies break the assumption of a single feed from an ideal source. If the feed without resistance had four times the inductance at the same capacitance, $\sqrt{L/C}$ and the single-step droop would double, to 70 mV. More capacitance has to make up for this. The figure of 0.5 mΩ is thus a target for the complete supply as seen from the die, and a given set of sheets and capacitors has still to be shown to meet it. The numerical output below lists the main inputs and results of the circuit calculations.

## Calculated quantities

```
power                                   100 W
die voltage before the step             0.70 V
step as fraction of full current        0.50
allowed ripple                          5 percent
full current                            142.9 A
current step                            71.4 A
allowed droop                           35.0 mV
target impedance                        0.490 mOhm
target at twice the voltage, same power 1.96 mOhm
capacitance near die                    100 uF
feed inductance for flat impedance      24.0 pH
time constant R*C                       49.0 ns
flat network, simulated droop           35.00 mV
no resistance, one step, peak           35.00 mV
half period of that network             154 ns
no resistance, two timed steps, peak    70.00 mV
limit of q = L/(R^2 C) for |Z| <= R     0.414
largest |Z|/R at that limit             1.0000
droop at that limit, simulated          36.08 mV
overshoot from formula                  3.09 percent
source voltage for flat dc resistance   0.735 V
die voltage at full current             0.665 V
power reaching die at full current      95.0 W
loss in supply at full current          10.0 W
constant power: droop at target Z      39.1 mV
constant power: impedance needed       0.443 mOhm
current ~ voltage: droop at target Z      31.8 mV
current ~ voltage: impedance needed       0.544 mOhm
capacitor branch inductance             1.0 pH
current rise time                       10 ns
inductive extra droop, upper estimate   7.1 mV
inductive extra droop, simulated        4.5 mV
resistance coefficient                  0.004 per K
temperature rise of feed                60 K
droop with warm feed, simulated         43.4 mV
sheet resistivity                       2.0 uOhm cm
sheet thickness                         30 um
dc resistance of one square of sheet    0.67 mOhm
```
